Do Opposite Impurity Potentials Scatter Equally? Square Wells and Barriers

Q: I am estimating the residual resistivity that impurities add to an interconnect metal. One impurity attracts electrons with a potential 3 eV deep; another repels them with a potential 3 eV high, over the same radius. The scattering rate goes as the square of the potential, so the sign drops out and the two must add the same resistivity. I see no need to calculate both.

A: The square comes from the first Born approximation. There the amplitude f is proportional to V, so |f|² is proportional to V² and the sign does drop out. The question is whether that survives when the electron's wave is allowed to respond to the impurity. A square potential lets us find out without approximating the wave.

Take V = −V0 for r < a and V = 0 outside, with V0 > 0 for a well and V0 < 0 for a barrier. The electron has mass m, energy E and wave number k. For the s wave write the radial function as R = u/r, measure distance as s = r/a, and define

x = ka, g = 2mV0a²/ħ².

Thus g > 0 means attraction. The radial equation becomes

u″ + (x² + g)u = 0 for s < 1,
u″ + x²u = 0 for s > 1.

Since R is finite at the centre, u(0) = 0. The solutions are

u = A sin(Xs) inside, with X² = x² + g,
u = sin(xs + δ) outside.

The phase shift δ measures how far the outer wave has been pulled in (δ > 0) or pushed out (δ < 0). Both u and u′ are continuous at s = 1, so u/u′ is too:

tan(X)/X = tan(x + δ)/x.

If a barrier is higher than E, then X = iκ and tan(X)/X becomes tanh(κ)/κ; nothing else changes. The s-wave amplitude and cross-section are

f₀ = e^{iδ} sin δ / k, σ₀ = 4π sin²δ / k².

Your claim, restricted to s waves, is that sin²δ is the same for g and −g.

Q: The matching condition doesn't look symmetric in g, but that proves little. Perhaps δ merely changes sign. Can you show what happens for a weak potential?

A: Yes, by expanding δ in powers of g, on the branch where δ vanishes with g. It is convenient to rescale the wave to w = u/cos δ, so that outside

w = sin(xs) + tan δ cos(xs).

Everywhere, w″ + x²w = −g w inside the impurity and zero outside. To turn this into an integral equation we need a function G(s,t) that obeys G″ + x²G = δ_D(s − t), where δ_D is the delta function and primes act on s. Let s< and s> be the smaller and larger of s and t. The choice

G = −(1/x) sin(x s<) cos(x s>)

works: it solves the free equation away from s = t, is continuous there, and its slope jumps from −cos²(xt) to +sin²(xt), a jump of 1. It also vanishes at s = 0. Hence

w(s) = sin(xs) + (g/x) ∫₀¹ sin(x s<) cos(x s>) w(t) dt.

For s > 1 the larger argument is s, so the coefficient of cos(xs) is

tan δ = (g/x) ∫₀¹ sin(xt) w(t) dt.

First order: replace w by the free wave sin(xt). Then tan δ = d₁g with

d₁ = (1/x) ∫₀¹ sin²(xt) dt
= (1/x)[1/2 − sin(2x)/(4x)]
= (2x − sin 2x)/(4x²).

This is the Born phase shift. It is odd in g, so its square is even, and at this order you are right.

Q: Then the next correction to w should decide it.

A: It does. Put the free wave into the integral equation once. The first correction to the wave inside is

w₁(s) = (g/x)[cos(xs) ∫₀ˢ sin²(xt) dt + sin(xs) ∫ₛ¹ sin(xt) cos(xt) dt].

Insert w₁ in the formula for tan δ. The two pieces give

(g²/x²) ∫₀¹ sin(xs) cos(xs) [∫₀ˢ sin²(xt) dt] ds

and

(g²/x²) ∫₀¹ sin²(xs) [∫ₛ¹ sin(xt) cos(xt) dt] ds.

Exchanging the order of integration in the second, and then the names of s and t, turns it into the first. The second-order term is therefore d₂g², with

d₂ = (2/x²) ∫₀¹ sin(xs) cos(xs) P(s) ds,
P(s) = ∫₀ˢ sin²(xt) dt = s/2 − sin(2xs)/(4x).

Use 2 sin(xs) cos(xs) = sin(2xs):

d₂ = (1/x²) ∫₀¹ [ (s/2) sin(2xs) − sin²(2xs)/(4x) ] ds.

The two integrals needed are

∫₀¹ s sin(2xs) ds = −cos(2x)/(2x) + sin(2x)/(4x²),
∫₀¹ sin²(2xs) ds = 1/2 − sin(4x)/(8x).

Thus

d₂ = (1/x²)[−cos(2x)/(4x) + sin(2x)/(8x²) − 1/(8x) + sin(4x)/(32x²)]
= [sin 2x + ¼ sin 4x − x − 2x cos 2x]/(8x⁴).

Because δ = tan δ − (tan δ)³/3 + …, replacing tan δ by δ changes nothing before third order. So

δ = d₁g + d₂g² + O(g³).

The second term has the same sign for a well and a barrier. It adds to one phase shift and subtracts from the magnitude of the other.

Q: So the cross-section acquires a correction of second order beyond Born?

A: Count powers of the potential carefully. Since sin δ = δ + O(g³),

sin²δ = (d₁g + d₂g²)² + O(g⁴)
= d₁²g² + 2d₁d₂g³ + O(g⁴).

The new term is third order in the cross-section. On changing g to −g, even powers cancel from the difference and odd powers double:

σ₀(g) − σ₀(−g) = (4π/k²)(4d₁d₂g³) + O(g⁵)
= (16π/k²) d₁d₂g³ + O(g⁵).

Its source is a second-order amplitude interfering with the first-order one. To see this, expand e^{iδ} sin δ = δ + iδ² + O(δ³), which gives

k f₀ = d₁g + (d₂ + i d₁²)g² + O(g³).

The first-order amplitude is real, so at order g³ it interferes with the real part d₂ alone. The imaginary part d₁² contributes its own square, at order g⁴.

Relative to the Born cross-section the correction is 2d₂g/d₁, which is linear in the potential. To leading order, and provided d₂ ≠ 0, halving the potential halves the relative error of Born theory; it does not quarter it.

Q: Which of the two wins? I'd guess the well, since it draws the electron in.

A: For a small enough impurity, yes. Look at the integral for d₂. P(s) is positive because it integrates a square. If x ≤ π/2, then sin(2xs) is positive for 0 < s < 1. Hence d₂ > 0, and d₁ > 0 as well, so the weak well scatters s waves more strongly than the weak barrier.

Your picture of the electron being drawn in can be made precise. Let v = ∂u/∂g at fixed x. Inside the impurity,

u″ + (x² + g)u = 0,
v″ + (x² + g)v = −u.

Multiply the second by u, the first by v, and subtract:

(uv′ − vu′)′ = −u².

Integrate from 0 to 1. At s = 0 both u and v vanish. At s = 1 use the outer wave: u = sin(x + δ), u′ = x cos(x + δ), v = (dδ/dg) cos(x + δ) and v′ = −x(dδ/dg) sin(x + δ). Then uv′ − vu′ = −x dδ/dg, and

dδ/dg = (1/x) ∫₀¹ u² ds.

The rate at which the phase shift grows is set by the weight of the electron inside the impurity, with the wave outside held at unit amplitude. At g = 0 this returns d₁. The derivative of the right-hand side at g = 0 is 2d₂. So d₂ > 0 says that weak attraction raises the inner weight and weak repulsion lowers it. While the potential is weak, each added slice of attraction acts on more electron than the last, and each added slice of repulsion acts on less. First Born theory uses the free wave for both.

Q: You said "for a small enough impurity". Does the order ever reverse?

A: It does. For x > π/2 the factor sin(2xs) turns negative in the outer part of the impurity, where P(s) is largest. Eventually this outweighs the positive inner part. The formula for d₂ first crosses zero at x = 2.014, and it changes sign again at larger x. Just beyond that size a weak barrier scatters s waves more than a weak well. At the crossing the third-order difference vanishes, though higher odd orders may remain.

There is a second way for the well to lose, and it needs a strong potential. Let x → 0 at fixed g. As long as tan(√g) is finite, the matching condition gives

x + δ ≈ x tan(√g)/√g,
σ₀ → 4πa² [tan(√g)/√g − 1]².

For a barrier, replace tan(√g)/√g by tanh(√|g|)/√|g|. Since tan(q)/q = 1 + q²/3 + 2q⁴/15 + …, weak coupling gives

δ/x = g/3 + 2g²/15 + …,

in agreement with the small-x limits d₁ → x/3 and d₂ → 2x/15. The contrast, defined as the difference of the two cross-sections divided by their sum, is then

4d₁d₂g³/(2d₁²g²) = 2d₂g/d₁ → 4g/5.

At x = 0.01 and |g| = 1, the cross-sections in units of 4πa² are 0.311 for the well and 0.057 for the barrier, a factor of about 5.5.

Increase g further and the well first meets a resonance at √g = π/2, where tan(√g) diverges and the low-energy formula above fails. Later it meets a zero, where tan(√g) = √g. The first such zero is at g = 20.19073. There, at x = 0.01, the well's value is 3 × 10⁻¹⁰ (at the rounded g = 20.19 it is already 1 × 10⁻⁷) while the barrier's is 0.60. The deep well is nearly invisible to slow s waves. The sign of the weak-potential term therefore cannot be carried over to strong potentials.

Q: Fine. But my impurities sit in a metal, where k is fixed by the Fermi energy. Is the effect large enough to matter there?

A: Take round parameters for a nearly-free-electron conductor: E = 7 eV, the free-electron mass, a = 0.08 nm and potentials of ±3 eV. The Fermi wave number is k = 13.555 nm⁻¹, so

x = 13.555 × 0.08 = 1.084,
|g| = x²|V0|/E = 1.084² × 3/7 = 0.504.

The second line follows from E = ħ²k²/(2m). Since x < π/2, the weak-potential argument favours the well. The coefficients are d₁ = 0.2854 and d₂ = 0.0660. The Born phase shift has magnitude

d₁|g| = 0.2854 × 0.504 = 0.144 rad.

The matching condition gives 0.161 rad for the well and −0.128 rad for the barrier. With 4π/k² = 0.0684 nm², the s-wave cross-sections are

first Born, either sign: 1.415 × 10⁻³ nm²,
well: 1.768 × 10⁻³ nm²,
barrier: 1.117 × 10⁻³ nm².

The well scatters 1.58 times as strongly as the barrier. Born theory lies between them, too low for one and too high for the other. The third-order formula predicts the difference:

4 × 0.0684 × 0.2854 × 0.0660 × 0.504³ = 0.66 × 10⁻³ nm².

The difference from the matching condition is 0.651 × 10⁻³ nm², so the third-order estimate is 1.3% too large.

The inner weights show the mechanism at work. Relative to the free wave, the weight is 1.25 in the well and 0.79 in the barrier.

Q: A potential of 3 eV is nearly half the Fermi energy. Surely Born theory is safe for something weaker?

A: Safer, but the improvement is slow because the relative error is linear in g. With radius and Fermi energy held fixed, the ratio of well to barrier is 1.08 at 0.5 eV, 1.17 at 1 eV, 1.36 at 2 eV and 2.10 at 5 eV. The third-order difference is too large by 0.03% at 0.5 eV and by 4% at 5 eV. In this range one extra term repairs most of what Born theory misses in the difference.

The reversal can also be seen at this Fermi energy. The first zero of d₂ corresponds to a radius of 0.149 nm. For a radius of 0.17 nm and potentials of ±0.5 eV, x = 2.30 and the s-wave ratio is 0.93: the barrier now scatters more.

Q: Resistivity is not the s-wave cross-section, though. There are p waves, and forward scattering hardly degrades a current.

A: Both points can be included. Write t_l = e^{iδ_l} sin δ_l, so that

k f(θ) = Σ (2l + 1) t_l P_l(cos θ).

The transport cross-section weights each deflection by the loss of forward momentum:

σ_tr = ∫ |f|² (1 − cos θ) dΩ.

The Legendre polynomials are orthogonal, with ∫P_l² dΩ = 4π/(2l + 1). The "1" in the weight therefore gives

(4π/k²) Σ (2l + 1)|t_l|² = (4π/k²) Σ (l + 1)(|t_l|² + |t_{l+1}|²),

where the part l|t_l|² has been re-indexed. The cosine connects neighbouring waves, through

∫ cos θ P_l P_{l+1} dΩ = 4π(l + 1)/[(2l + 1)(2l + 3)],

and gives (4π/k²) Σ (l + 1) 2 Re(t_l* t_{l+1}). Subtracting,

σ_tr = (4π/k²) Σ (l + 1)|t_l − t_{l+1}|².

Since t_l = (e^{2iδ_l} − 1)/(2i), the modulus |t_l − t_{l+1}| equals |sin(δ_l − δ_{l+1})|. Hence

σ_tr = (4π/k²) Σ (l + 1) sin²(δ_l − δ_{l+1}).

For the 0.08 nm impurity the p-wave phase shifts are 0.0129 and −0.0114 rad, less than a tenth of the s-wave ones. They reduce both transport cross-sections, to 1.521 × 10⁻³ nm² for the well and 0.945 × 10⁻³ nm² for the barrier. The ratio is 1.61, so the asymmetry survives. In the wider case it is 0.96, so the reversal survives too, though weakened.

For independent impurities of density n_i among n electrons of speed ħk/m, the scattering rate is 1/τ = n_i(ħk/m)σ_tr. Inserting it in ρ = m/(ne²τ) gives

ρ = (ħk/e²)(n_i/n)σ_tr.

With one conduction electron per atom and 1 at.% of impurities, n_i/n = 0.01. The added resistivity is 0.085 μΩ cm for the wells and 0.053 μΩ cm for the barriers.

Q: Then can I say that an impurity with one extra valence electron resists more than an impurity with one fewer?

A: No. That replaces equal and opposite potentials by equal and opposite charges, and they are different conditions. The metal's electrons screen an impurity, and the charge they supply is tied to the phase shifts. Put the electrons in a large sphere of radius L. The wave must vanish at the wall, so kL + δ_l − lπ/2 is a multiple of π. A phase shift δ_l at the Fermi level thus brings δ_l/π additional states below it for each orbital orientation and spin, when δ_l starts from zero at k = 0 and there is no bound state, as here. The displaced number of electrons is

Z = (2/π) Σ (2l + 1)δ_l.

This is the Friedel sum rule. Our well gathers 0.129 electrons, while our barrier expels 0.105. To expel 0.129, the barrier must be raised to 3.79 eV at the same radius. The transport ratio then falls from 1.61 to 1.07.

The reason is visible in the formula. If s waves alone scattered, opposite Z would force opposite δ₀, and sin²δ₀ would be equal. The remaining 7% needs the higher waves. So the asymmetry we derived belongs to prescribed potentials, and in this example matching the charges removes most of it. That is not a general rule: at a radius of 0.14 nm and a displaced charge of 0.5 electrons, the transport ratio is 0.77 for opposite charges, but 1.07 for opposite potentials with the same well.

Q: How close is all this to a real interconnect metal?

A: The Fermi energy of several eV is typical of a good metal, and the radius is comparable with the Thomas–Fermi screening length, 0.055 nm for these parameters. The displaced charge is not typical: a substitutional impurity from a neighbouring column has a valence difference near one, far above 0.13. Our resistivities are therefore not estimates for such an impurity. One assumption that real impurities break is that the potential may be prescribed without regard to screening; in our example, matching the charges moves the transport ratio from 1.61 to 1.07. Band structure, phonons, grain boundaries and surfaces are also absent, and I have not estimated their effect.

Q: And the sharp edge, or a small difference in size between the two impurities?

A: Size matters more than one might expect. If the barrier's radius is 5% larger at the same height, the s-wave ratio drops from 1.58 to 1.25. If instead the well's radius is 5% larger, the ratio rises to 2.02. A modest size mismatch can therefore hide much of the effect of sign, or exaggerate it. Replacing the square shape by a Gaussian with the same volume integral and mean-square radius gives 1.71, so the asymmetry does not need a sharp edge, though its size depends on the shape. A mass 10% larger, at the same Fermi energy, gives 1.60.

Two other concerns are minor here. Thermal smearing of the Fermi level at 400 K changes the ratio by only a few parts in 10⁵. The transport mean free path due to scattering from the wells is about 780 nm, so k times the path is about 10⁴, which supports neglecting multiple scattering between impurities. Adding their scattering rates also assumes that their positions are uncorrelated. A line only tens of nanometres wide is much narrower than that path, and its surfaces may then dominate over these impurities. The numerical output gives the remaining values.

Q: So when may I keep my rule that the sign drops out?

A: For s waves, when the potential is weak enough for the expansion in g to hold, |4d₂g/d₁|, the leading relative difference between the two cross-sections, is small compared with the accuracy you need, and the two potentials have the same shape and size. For the resistivity this s-wave test is not enough, because the transport cross-section depends on differences between phase shifts; compare the two transport cross-sections directly. For our 0.08 nm impurity at ±0.5 eV, you would still accept an 8% difference between the two s-wave cross-sections. Near x = 2.014 the s-wave rule works better for weak potentials, because d₂ happens to vanish there. Otherwise compute the phase shifts of each impurity separately, and first decide what, if anything, your impurities share: the magnitude of the potential, or the magnitude of the screened charge.

Values computed for the example and the checks

```
Fermi energy 7.0 eV; potential +/-3.0 eV
radius 0.080 nm; Fermi wave number 13.555 nm^-1
Thomas-Fermi screening length 0.0554 nm
x = 1.0844; |g| = 0.5039 (dimensionless)
d1 = 0.28538; d2 = 0.06603 (dimensionless)
s phase: well 0.16149, barrier -0.12816 rad
first Born s phase magnitude 0.14381 rad
inner weight / free: well 1.2508, barrier 0.7902
first Born s cross-section 0.001415 nm^2
exact s cross-section, well 0.001768 nm^2
exact s cross-section, barrier 0.001117 nm^2
exact s ratio well/barrier 1.5827
exact s difference 0.000651 nm^2
third-order s difference 0.000660 nm^2
Sweep: potential eV, exact s ratio, third-order/exact difference
  0.5  1.0808  1.0003
  1.0  1.1679  1.0014
  2.0  1.3618  1.0057
  3.0  1.5827  1.0134
  5.0  2.1031  1.0430
odd term vanishes at x = 2.0144, radius 0.1486 nm
wide case: radius 0.17 nm, +/-0.5 eV, x = 2.304
wide ratio: s 0.9325, transport 0.9620
low energy x = 0.01; areas below in units 4 pi a^2
|g| = 1: well 0.3107, barrier 0.0568
|g| = 20.191: well 2.78e-10, barrier 0.6045
p phase: well 0.01285, barrier -0.01136 rad
d phase: well 0.000432, barrier -0.000410 rad
total ratio, all waves 1.5757
transport area: well 0.001521, barrier 0.000945 nm^2
transport ratio 1.6094
impurity content 1.0 at.%
residual resistivity, well 0.0847 uOhm cm
residual resistivity, barrier 0.0526 uOhm cm
displaced electrons: well 0.1288, barrier -0.1046
barrier for opposite charge 3.7902 eV
transport ratio at opposite charge 1.0747
Gaussian-potential s ratio 1.7139
s ratio, barrier radius 5% larger 1.2540
s ratio, mass 10% larger 1.6033
thermal change of s ratio at 400 K: 1.61e-05
impurity mean free path, well 781.6 nm; k times path 10594
```
